# Why locally dense basis sets work for nuclear shielding: verification in Python

```python
"""Locally dense basis sets for nuclear magnetic shielding.

Result under test: with r measured from the observed nucleus, the basis error is
  d_sigma = alpha^2 /3 * sum_a e_a . integral r x dJ_a / r^3   (atomic units),
so an error dJ of the induced current is weighted by at most 1/r^2.
J_a : electron number current per unit magnetic field along axis a
D0  : density matrix;  i*D1[a] : its first-order change (D1 real, antisymmetric)
S1, F1 : imaginary parts of first-order overlap and Fock matrices
R_mu : centre of basis function mu; London phase exp(-i/2 B.(R_mu x r)).
The chain is n-pentane, treated by density-fitted restricted Hartree-Fock.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import cholesky, solve_triangular
from pyscf import gto, scf, df, dft, lib

lib.num_threads(1)
BOHR = const.physical_constants["Bohr radius"][0]
ANGSTROM = 1e-10 / BOHR
PPM = const.alpha**2 * 1e6
MOMENT_SI = const.e**2 * BOHR / const.m_e      # A m / T per atomic unit
AXES = np.eye(3)
DENSE, COARSE = "6-31g*", "3-21g"
CC, CH = 1.53, 1.09                            # chosen bond lengths, angstrom
ANGLE = np.arccos(-1 / 3)


def alkane(n_carbon, n_dense):
    """All-trans chain; groups 1..n_dense carry the dense basis."""
    sine, cosine = np.sin(ANGLE / 2), np.cos(ANGLE / 2)

    def carbon(i):
        return np.array([i * CC * sine, (-1)**i * CC * cosine / 2, 0.0])

    atoms, basis = [], {}
    for i in range(n_carbon):
        here, side = carbon(i), (-1)**i
        hydrogens = [here + CH * np.array([0, side * cosine, z * sine])
                     for z in (1, -1)]
        if i == 0:
            hydrogens.append(here + CH / CC * (carbon(-1) - here))
        if i == n_carbon - 1:
            hydrogens.append(here + CH / CC * (carbon(i + 1) - here))
        atoms.append([f"C{i+1}", here * ANGSTROM])
        atoms += [[f"H{i+1}", h * ANGSTROM] for h in hydrogens]
        for element in "CH":
            basis[f"{element}{i+1}"] = DENSE if i < n_dense else COARSE
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def field_response(mol, common_origin=None, auxbasis="cc-pvdz-jkfit"):
    """Coupled Hartree-Fock response; London orbitals unless an origin is given."""
    n = mol.nao
    aux = df.addons.make_auxmol(mol, auxbasis)
    naux = aux.nao
    low = cholesky(aux.intor("int2c2e"), lower=True)
    three = df.incore.aux_e2(mol, aux, "int3c2e", aosym="s2ij")
    packed = np.ascontiguousarray(solve_triangular(low, three.T, lower=True))
    mf = scf.RHF(mol).density_fit()
    mf.with_df._cderi = packed
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 3e-6
    mf.kernel()
    assert mf.converged
    factors = lib.unpack_tril(packed)
    C, eps = np.asarray(mf.mo_coeff), np.asarray(mf.mo_energy)
    o = mol.nelectron // 2
    Co, Cv = C[:, :o], C[:, o:]
    D0 = 2 * Co @ Co.T
    half = (factors.reshape(-1, n) @ Co).reshape(naux, n, o)
    out = {"mol": mol, "D0": D0, "energy": mf.e_tot}
    if common_origin is None:
        owner = [label[0] for label in mol.ao_labels(fmt=None)]
        centers = mol.atom_coords()[owner]
        gap = (centers[:, None] - centers[None]).transpose(2, 0, 1)
        S1 = 0.5 * np.cross(gap, mol.intor("int1e_r"), axis=0)
        library = mol.intor("int1e_igovlp")
        # the library's sign convention for the London factor, read from overlaps
        sign = np.sum(S1 * library) / np.sum(library**2)
        assert np.allclose(S1, sign * library, atol=1e-8)
        h1 = sign * (mol.intor("int1e_igkin") + mol.intor("int1e_ignuc"))
        h1 = h1 - 0.5 * mol.intor("int1e_giao_irjxp")
        fit = solve_triangular(low, half.reshape(naux, -1), lower=True,
                               trans="T").reshape(naux, n, o)
        charge = 2 * np.einsum("pni,ni->p", fit, Co)
        g3 = df.incore.aux_e2(mol, aux, "int3c2e_ig1", aosym="s1", comp=3)
        two = np.empty((3, n, n))
        for x in range(3):
            # exchange of the orbital pair changes the sign of these integrals
            G = -sign * np.ascontiguousarray(g3[x].transpose(2, 1, 0))
            GC = (G.reshape(-1, n) @ Co).reshape(naux, n, o)
            k = 2 * np.tensordot(GC, fit, ([0, 2], [0, 2]))
            two[x] = np.tensordot(charge, G, 1) - 0.5 * (k - k.T)
        out.update(two=two, sign=sign)
    else:
        centers = np.tile(common_origin, (n, 1))
        S1 = np.zeros((3, n, n))
        with mol.with_common_orig(common_origin):
            h1 = -0.5 * mol.intor("int1e_cg_irxp")
        two = np.zeros((3, n, n))
    fixed = h1 + two
    S_mo = C.T @ S1 @ Co
    U = np.zeros((3, C.shape[1], o))
    U[:, :o] = -0.5 * S_mo[:, :o]
    gaps = eps[o:, None] - eps[None, :o]
    for _ in range(60):
        C1 = C @ U
        BC = (factors.reshape(-1, n) @ C1.transpose(1, 0, 2).reshape(n, 3 * o))
        BC = BC.reshape(naux, n, 3, o)
        new = np.empty_like(U[:, o:])
        for x in range(3):
            k = 2 * np.tensordot(BC[:, :, x], half, ([0, 2], [0, 2]))
            F_vo = Cv.T @ (fixed[x] - 0.5 * (k - k.T)) @ Co
            new[x] = -(F_vo - S_mo[x, o:] * eps[:o]) / gaps
        change = np.abs(new - U[:, o:]).max()
        U[:, o:] = new
        if change < 2e-6:
            break
    assert change < 2e-6
    C1 = C @ U
    D1 = np.array([2 * (c @ Co.T - Co @ c.T) for c in C1])
    out.update(D1=D1, h1=h1, S1=S1, centers=centers)
    return out


def shielding(resp, atom):
    """Isotropic London-orbital shielding in ppm from analytic integrals."""
    mol = resp["mol"]
    with mol.with_rinv_origin(mol.atom_coord(atom)):
        momentum = mol.intor("int1e_prinvxp")
        local = mol.intor("int1e_giao_a11part")[[0, 4, 8]].sum(axis=0)
        phase = mol.intor("int1e_a01gp")[[0, 4, 8]].sum(axis=0)
    dia = np.sum(resp["D0"] * (phase - 2 * local))
    para = np.einsum("xij,xji->", resp["D1"], momentum)
    return PPM * (dia + para) / 3


def atomic_grid(mol, level):
    grids = dft.gen_grid.Grids(mol)
    table = grids.gen_atomic_grids(mol, level=level)
    coords, weights = grids.get_partition(mol, table)
    sizes = [len(table[mol.atom_symbol(i)][1]) for i in range(mol.natm)]
    return coords, weights, np.repeat(np.arange(mol.natm), sizes)


def currents(resp, coords):
    """First-order number current J[a, point, component]."""
    D0, D1, R = resp["D0"], resp["D1"], resp["centers"]
    J = np.empty((3, len(coords), 3))
    for start in range(0, len(coords), 3000):
        r = coords[start:start + 3000]
        ao = resp["mol"].eval_gto("GTOval_sph_deriv1", r)
        phi, grad = ao[0], ao[1:]
        PD = phi @ D0
        share = phi * PD
        arm = r * share.sum(axis=1)[:, None] - share @ R
        for a in range(3):
            phase = r @ np.cross(AXES[a], R).T
            X = 0.5 * ((phi * phase) @ D0 - PD * phase) + phi @ D1[a].T
            flow = np.stack([np.sum(X * g, axis=1) for g in grad], axis=1)
            J[a, start:start + 3000] = flow + 0.5 * np.cross(AXES[a], arm)
    return J


def biot_savart(J, coords, nucleus):
    """Integrand of the isotropic shielding, ppm per unit volume."""
    r = coords - nucleus
    d3 = np.linalg.norm(r, axis=1)**3
    return PPM / 3 * sum(np.cross(r, J[a])[:, a] for a in range(3)) / d3


# Water: London matrices from their definition, and origin independence
water_xyz = np.array([[0, 0, 0], [0, 1.43, 1.11], [0, -1.43, 1.11]], float)


def water(shift):
    return gto.M(atom=[[s, x + shift] for s, x in zip("OHH", water_xyz)],
                 basis="6-31g", unit="Bohr", verbose=0)


w0 = field_response(water(np.array([0.3, -0.2, 0.4])))
w1 = field_response(water(np.array([3.0, -2.0, 1.5])))
shift_change = max(abs(shielding(w0, i) - shielding(w1, i)) for i in range(3))
assert shift_change < 2e-3
mol = w0["mol"]
pts, wts, _ = atomic_grid(mol, 4)
ao = mol.eval_gto("GTOval_sph_deriv1", pts)
potential = -sum(mol.atom_charge(i) / np.linalg.norm(pts - mol.atom_coord(i), axis=1)
                 for i in range(3))
one_electron_error, step = 0.0, 1e-3
for a in range(3):
    tilt = np.cross(step * AXES[a], w0["centers"])
    factor = np.exp(-0.5j * pts @ tilt.T)
    omega = factor * ao[0]
    A = 0.5 * np.cross(step * AXES[a], pts)
    H = omega.conj().T @ ((wts * potential)[:, None] * omega)
    for k in range(3):
        slope = factor * (ao[k + 1] - 0.5j * tilt[:, k] * ao[0])
        pi_omega = -1j * slope + A[:, k:k + 1] * omega
        H += 0.5 * pi_omega.conj().T @ (wts[:, None] * pi_omega)
    one_electron_error = max(one_electron_error,
                             np.abs(H.imag / step - w0["h1"][a]).max())
assert one_electron_error < 2e-3               # quadrature-limited
four = w0["sign"] * mol.intor("int2e_ig1", comp=3).reshape((3,) + (mol.nao,) * 4)
coul = np.einsum("xijkl,lk->xij", four, w0["D0"])
exch = np.einsum("xijkl,jk->xil", four, w0["D0"])
explicit = coul - 0.5 * (exch - exch.transpose(0, 2, 1))
fit_error = np.abs(explicit - w0["two"]).max() / np.abs(explicit).max()
assert fit_error < 0.01                        # density-fitting error
Jw = currents(w0, pts)
quad_error = max(abs(wts @ biot_savart(Jw, pts, mol.atom_coord(i))
                     - shielding(w0, i)) for i in range(3))
assert quad_error < 0.05                       # quadrature-limited

# H2: London and common-gauge results must meet in a large basis
h2 = gto.M(atom=[["H", (0, 0, -0.7)], ["H", (0, 0, 0.7)]],
           basis="aug-cc-pvtz", unit="Bohr", verbose=0)
h2_london = shielding(field_response(h2, auxbasis="cc-pvqz-jkfit"), 0)
h2_common = field_response(h2, np.zeros(3), "cc-pvqz-jkfit")
pts, wts, _ = atomic_grid(h2, 4)
h2_gauge = wts @ biot_savart(currents(h2_common, pts), pts, h2.atom_coord(0))
assert abs(h2_london - h2_gauge) < 0.15        # finite common-gauge basis


# Field of a closed unit loop and of an open quarter arc at large distance
def arc_exponent(end):
    t = (np.arange(4000) + 0.5) * end / 4000
    ring = np.stack([np.cos(t), np.sin(t), 0 * t], axis=1)
    tangent = np.stack([-np.sin(t), np.cos(t), 0 * t], axis=1)
    value = []
    for distance in (100.0, 200.0):
        r = ring + np.array([distance, 0, 0])
        value.append(np.mean(np.cross(r, tangent)[:, 2]
                             / np.linalg.norm(r, axis=1)**3))
    return np.log2(abs(value[1] / value[0]))


loop_power, arc_power = arc_exponent(2 * np.pi), arc_exponent(np.pi / 2)
assert abs(loop_power + 3) < 0.05 and abs(arc_power + 2) < 0.05

# Pentane: dense region grown from the observed carbon C1
sigma, sizes, J = {}, {}, {}
for k in (0, 1, 2, 3, 5):
    resp = field_response(alkane(5, k))
    sigma[k], sizes[k] = shielding(resp, 0), resp["mol"].nao
    if k == 0:
        chain = resp["mol"]
        pts, wts, owner = atomic_grid(chain, 1)
        group = np.array([int(chain.atom_symbol(i)[1:]) - 1
                          for i in range(chain.natm)])[owner]
    if k != 3:
        J[k] = currents(resp, pts)
error = {k: sigma[k] - sigma[5] for k in sigma}
carbons = [i for i in range(chain.natm) if chain.atom_symbol(i)[0] == "C"]
xyz = chain.atom_coords()
distance = np.linalg.norm(xyz[carbons] - xyz[0], axis=1)
parts = {k: np.bincount(group, wts * biot_savart(J[k] - J[5], pts, xyz[0]))
         for k in (0, 1, 2)}
for k in parts:
    assert abs(parts[k].sum() - error[k]) < 0.1   # coarse quadrature grid
size = np.linalg.norm(J[0] - J[5], axis=2).mean(axis=0)
amount = np.bincount(group, wts * size)
weighted = np.bincount(group, wts * size / np.sum((pts - xyz[0])**2, axis=1))
effective = np.sqrt(amount / weighted)
assert abs(amount[4] / amount[0] - 1) < 5e-3      # equivalent chain ends
assert np.all(np.abs(effective[3:] / distance[3:] - 1) < 0.15)
assert abs(parts[0][4]) < 0.1 * abs(parts[0][0])
assert abs(error[3]) < 0.1 * abs(error[0])

# Propane with one common gauge origin at C1: end groups are no longer equal
origin = alkane(3, 0).atom_coord(0)
pair = [field_response(alkane(3, k), origin) for k in (0, 3)]
short = pair[0]["mol"]
pts3, wts3, owner3 = atomic_grid(short, 1)
group3 = np.array([int(short.atom_symbol(i)[1:]) - 1
                   for i in range(short.natm)])[owner3]
gap3 = np.linalg.norm(currents(pair[0], pts3) - currents(pair[1], pts3), axis=2)
amount3 = np.bincount(group3, wts3 * gap3.mean(axis=0))
common_ratio = amount3[2] / amount3[0]
assert common_ratio > 1.3

print(f"C-C {CC:.2f} angstrom, C-H {CH:.2f} angstrom, "
      f"angles {np.degrees(ANGLE):.2f} degrees")
print(f"dense basis {DENSE}, coarse basis {COARSE}")
print(f"alpha^2 = {PPM:.4f} ppm (atomic-unit prefactor)")
print("Pentane, C1: dense groups, radius/angstrom, functions, sigma/ppm, error/ppm")
for k in sigma:
    radius = "none" if k == 0 else f"{distance[k-1] / ANGSTROM:.3f}"
    print(f"  {k}  {radius}  {sizes[k]}  {sigma[k]:.3f}  {error[k]:+.4f}")
print("Error split by quadrature: dense groups, dense part, coarse part, sum (ppm)")
for k in (0, 1, 2):
    print(f"  {k}  {parts[k][:k].sum():+.4f}  {parts[k][k:].sum():+.4f}"
          f"  {parts[k].sum():+.4f}")
print("All-coarse minus all-dense current, by group:")
print("  group, distance/angstrom, effective distance/angstrom,")
print("  integrated |dj|/B in 1e-18 A m/T, bound/ppm, contribution/ppm")
for g in range(5):
    print(f"  {g+1}  {distance[g] / ANGSTROM:.3f}  {effective[g] / ANGSTROM:.3f}"
          f"  {amount[g] * MOMENT_SI * 1e18:.4f}  {PPM * weighted[g]:.4f}"
          f"  {parts[0][g]:+.4f}")
print(f"London error current, C5 end / C1 end (pentane): {amount[4]/amount[0]:.4f}")
print(f"Common-gauge error current, C3 end / C1 end (propane): {common_ratio:.3f}")
print(f"Far-field power: closed loop {loop_power:.3f}, open arc {arc_power:.3f}")
print(f"H2 proton: London {h2_london:.3f} ppm, common gauge {h2_gauge:.3f} ppm")
print(f"Water, change of shielding on translation: {shift_change:.1e} ppm")
print(f"Water, Biot-Savart minus analytic, largest: {quad_error:.1e} ppm")
print(f"Water, one-electron London matrix error: {one_electron_error:.1e} a.u.")
print(f"Water, relative two-electron fitting error: {fit_error:.1e}")
print("checks complete")
```

Output:

```
C-C 1.53 angstrom, C-H 1.09 angstrom, angles 109.47 degrees
dense basis 6-31g*, coarse basis 3-21g
alpha^2 = 53.2514 ppm (atomic-unit prefactor)
Pentane, C1: dense groups, radius/angstrom, functions, sigma/ppm, error/ppm
  0  none  69  197.198  +13.6575
  1  0.000  74  183.450  -0.0898
  2  1.530  79  183.428  -0.1123
  3  2.498  84  183.642  +0.1021
  5  4.997  94  183.540  +0.0000
Error split by quadrature: dense groups, dense part, coarse part, sum (ppm)
  0  +0.0000  +13.6582  +13.6582
  1  -0.2867  +0.1969  -0.0898
  2  -0.1890  +0.0766  -0.1124
All-coarse minus all-dense current, by group:
  group, distance/angstrom, effective distance/angstrom,
  integrated |dj|/B in 1e-18 A m/T, bound/ppm, contribution/ppm
  1  0.000  0.500  0.5422  21.6778  +13.2394
  2  1.530  1.648  0.5218  1.9212  +0.2677
  3  2.498  2.544  0.5071  0.7834  +0.0831
  4  3.850  3.941  0.5218  0.3359  +0.0393
  5  4.997  5.151  0.5422  0.2043  +0.0287
London error current, C5 end / C1 end (pentane): 1.0000
Common-gauge error current, C3 end / C1 end (propane): 6.223
Far-field power: closed loop -3.000, open arc -1.994
H2 proton: London 26.527 ppm, common gauge 26.424 ppm
Water, change of shielding on translation: 3.6e-07 ppm
Water, Biot-Savart minus analytic, largest: 3.8e-06 ppm
Water, one-electron London matrix error: 1.0e-05 a.u.
Water, relative two-electron fitting error: 3.4e-06
checks complete
```
